# EOM-MBPT2 and its partitioned form from first-order doubles amplitudes

A molecule absorbs light and one electron moves to a higher orbital. The excitation energy also changes because the electrons were correlated before the jump and are correlated differently after it. Equation-of-motion coupled cluster with singles and doubles, EOM-CCSD, describes both sides, but first requires an iterative ground-state calculation. How much survives if the converged amplitudes are replaced by their first perturbative estimate?

## 1. Two electrons in two orbitals

Let two electrons fill an orbital $g$, with one empty orbital $u$ of different parity. The single excitation $g\to u$ cannot mix with the ground configuration or with $g^2\to u^2$. Let its energy above the Hartree-Fock energy be $A$. Ground and doubly excited configurations mix through

$$\begin{pmatrix}0&\lambda K\\ \lambda K&D+\lambda\delta\end{pmatrix},\qquad D=2(\varepsilon_u-\varepsilon_g).$$

Here $K=(gu|gu)$, $\lambda\delta$ is the first-order energy of the double, and $\lambda$ counts orders, with $\lambda=1$ at the end. Write $\Delta=D+\lambda\delta$ and the ground state as $|0\rangle+t|D\rangle$. The first row gives $E_c=\lambda Kt$, the second $\lambda K+\Delta t=E_ct$. Hence

$$\lambda K+\Delta t-\lambda Kt^2=0,\qquad \omega_S=A-\lambda Kt .$$

The single excitation pays back the correlation energy of the pair it breaks. To first order $t=-\lambda K/D$, so

$$\omega_S\approx A+\lambda^2K^2/D .$$

Expanding the exact $E_c=\tfrac12(\Delta-\sqrt{\Delta^2+4\lambda^2K^2})$ gives $-\lambda^2K^2/D+\lambda^3K^2\delta/D^2+\dots$, so the error starts at $\lambda^3$. If $D\to0$, as in a stretched bond, the exact $E_c$ stays finite while the estimate diverges. First-order amplitudes need a ground-state gap.

## 2. Many electrons: which amplitudes enter?

Take a closed-shell canonical Hartree-Fock reference $|0\rangle$ and real spin orbitals: $i,j,k,l,m,n$ occupied, $a,b,c,d,e,f$ virtual, $p,q,r,s$ either. Repeated indices are summed, and $P(ab)X_{ab}=X_{ab}-X_{ba}$. With braces for normal order relative to $|0\rangle$,

$$H=E_{HF}+F+\lambda V,\quad F=\varepsilon_p\{p^\dagger p\},\quad V=\tfrac14\langle pq||rs\rangle\{p^\dagger q^\dagger sr\}.$$

The operators $T_1=t_i^a a^\dagger i$ and $T_2=\tfrac14t_{ij}^{ab}a^\dagger b^\dagger ji$ build the ground state $e^T|0\rangle$; $R_1,R_2$ have the same form with amplitudes $r$. Let $R=r_0+R_1+R_2$; the constant $r_0$ is needed for states with the symmetry of the ground state, but it commutes with every operator and drops out of (1) below. For an excited state $e^TR|0\rangle$, multiply the Schrödinger equation by $e^{-T}$ and define $\bar H=e^{-T}He^T$. Then $\bar HR|0\rangle=E_xR|0\rangle$, while the ground-state equations give $R\bar H|0\rangle=E_0R|0\rangle$ in the singles and doubles space. (Higher components of $\bar H|0\rangle$ are raised further by $R$ and cannot return.) Subtracting,

$$[\bar H,R]|0\rangle=\omega R|0\rangle\quad\text{projected on singles }S\text{ and doubles }D. \tag{1}$$

This defines the EOM matrix $M$.

Now order the amplitudes. Since $[F,a^\dagger b^\dagger ji]=(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)a^\dagger b^\dagger ji$, the first-order doubles equation is $\lambda\langle ab||ij\rangle+(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)t_{ij}^{ab}=0$, or

$$t_{ij}^{ab}=\frac{\lambda\langle ab||ij\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}. \tag{2}$$

$F$ is diagonal and $V$ has no one-body part, so nothing drives $T_1$ at first order; it starts at $\lambda^2$. Through second order

$$\bar H=E_{HF}+F+\lambda V+[F,T^{(1)}+T^{(2)}]+\lambda[V,T_2^{(1)}].$$

The term $\tfrac12[[F,T_2],T_2]$ vanishes because $[F,T_2]$ contains pure excitations, which commute with $T_2$. For the same reason $[F,T^{(2)}]$ commutes with $R$ and drops out of (1). The second-order amplitudes are therefore not needed: (2) fixes $M$ through $\lambda^2$. This is EOM-MBPT2.

No further truncation is required. $V$ lowers the number of excited electrons by at most two and each $T_2$ raises it by two, so $[[V,T_2],T_2]$ raises it by at least two. Acting after $R$, it leaves the singles and doubles space. With $T_1=0$, inserting (2) into all of $\bar H$ gives the same $M$ as stopping at second order.

The commutator in (1) matters. $\bar H|0\rangle$ built from $T_2^{(1)}$ has a singles component $X$ of order $\lambda^2$. Using $\bar HR_1|0\rangle$ and subtracting the energy alone would leave the disconnected product $R_1X|0\rangle$ in $M_{DS}$. In the full theory $[F,T_1^{(2)}]$ cancels $X$; here the commutator removes the product.

As a limit, take two non-interacting molecules with localized orbitals. For $R$ on molecule $A$, $[\bar H_A+\bar H_B,R_A]=[\bar H_A,R_A]$, so the excitation energy of $A$ does not depend on $B$.

## 3. The working equations

From here $\lambda=1$. Consider any operator $O=f_{pq}\{p^\dagger q\}+\tfrac14v_{pqrs}\{p^\dagger q^\dagger sr\}$ with antisymmetric $v$. In $[O,T_2]$ the surviving contractions have $k^\dagger$ or $c$ in $O$ on the left, and $k$ or $c^\dagger$ in $T_2$ on the right; each equals one.

**Doubles.** A one-body $O$ replaces $c^\dagger$ by $f_{bc}b^\dagger$ and $k$ by $-f_{kj}j$. A two-body $O$ can absorb two particles, two holes, or one of each. Two equivalent lines give the factor $\tfrac12$. For the mixed case write $T_2=\tfrac14t_{ik}^{ac}\,a^\dagger i\,c^\dagger k$ and $v_{kbcj}\{k^\dagger b^\dagger jc\}=v_{kbcj}\{b^\dagger j\,k^\dagger c\}$, an even permutation. Then $k^\dagger c$ removes $c^\dagger k$ with a plus sign, in four equal ways. The result $v_{kbcj}t_{ik}^{ac}a^\dagger i\,b^\dagger j$ has the antisymmetrized amplitude $P(ab)P(ij)v_{kbcj}t_{ik}^{ac}$. Together,

$$\begin{aligned}L_{ij}^{ab}={}&P(ab)f_{bc}t_{ij}^{ac}-P(ij)f_{kj}t_{ik}^{ab}+\tfrac12v_{abcd}t_{ij}^{cd}\\&+\tfrac12v_{klij}t_{kl}^{ab}+P(ab)P(ij)v_{kbcj}t_{ik}^{ac}.\end{aligned}\tag{3}$$

**Singles.** One more line closes. In the particle term one outgoing line is an occupied $k$ that fills a hole, $k^\dagger k\to1$. In the hole term a left-hand $c$ meets a right-hand $c^\dagger$; bringing $b^\dagger c$ to the order $cb^\dagger$ costs a minus sign. So

$$L_i^a=f_{kc}t_{ik}^{ac}+\tfrac12v_{akcd}t_{ik}^{cd}-\tfrac12v_{klic}t_{kl}^{ac}. \tag{4}$$

**Action on $R_1$.** Since $R_1$ and $T_2$ commute, $[[H,T_2],R_1]=[[H,R_1],T_2]$. We need the integrals of $[H,R_1]$. From

$$[p^\dagger q,a^\dagger i]=\delta_{qa}p^\dagger i-\delta_{pi}a^\dagger q,$$

an occupied right index is replaced as $i\to r_i^e e$, and a virtual left index as $a\to-r_m^a m$. Contracting a whole pair of $V$ with $R_1$ adds the one-body part $\langle pm||qe\rangle r_m^e$. Thus

$$\begin{aligned}\tilde f_{ai}&=(\varepsilon_a-\varepsilon_i)r_i^a+\langle ma||ei\rangle r_m^e,\qquad \tilde f_{kc}=\langle km||ce\rangle r_m^e,\\ \tilde v_{akcd}&=-r_m^a\langle mk||cd\rangle,\qquad \tilde v_{klic}=r_i^e\langle kl||ec\rangle,\\ \tilde v_{kbcj}&=\langle kb||ce\rangle r_j^e-r_m^b\langle km||cj\rangle .\end{aligned}$$

Insert these in (4), add $\tilde f_{ai}$, and collect the coefficients of $r_i^e$, $r_m^a$ and $r_m^e$:

$$\sigma_i^a\leftarrow F_{ae}r_i^e-F_{mi}r_m^a+W_{maei}r_m^e, \tag{5}$$

$$\begin{aligned}F_{ae}&=\varepsilon_a\delta_{ae}-\tfrac12\langle mn||ef\rangle t_{mn}^{af},\\F_{mi}&=\varepsilon_i\delta_{mi}+\tfrac12\langle mn||ef\rangle t_{in}^{ef},\\W_{mbej}&=\langle mb||ej\rangle+\langle mn||ef\rangle t_{jn}^{bf}.\end{aligned}\tag{6}$$

**Limit.** In the two-orbital case, the virtual and occupied corrections each contribute $-Kt$ to the diagonal element, and the last line of (6) gives $+Kt$. The sum is $-Kt$, as in section 1.

For doubles, $\tilde v_{abij}=P(ij)\langle ab||ej\rangle r_i^e-P(ab)r_m^a\langle mb||ij\rangle$ is the direct term. In (3) the ladder terms use $\tilde v_{klij}=P(ij)\langle kl||ej\rangle r_i^e$ and $\tilde v_{abcd}=-P(ab)r_m^a\langle mb||cd\rangle$. In the mixed term, exchanging the names $i,j$ gives
$P(ab)P(ij)\langle kb||ce\rangle r_j^et_{ik}^{ac}=-P(ab)P(ij)\langle kb||ce\rangle r_i^et_{jk}^{ac}$; exchanging $a,b$ treats the $r_m^b$ part likewise. Therefore $\sigma_{ij}^{ab}\leftarrow P(ij)W_{abej}r_i^e-P(ab)W_{mbij}r_m^a$ with

$$\begin{aligned}W_{abej}&=\langle ab||ej\rangle+\tfrac12\langle kl||ej\rangle t_{kl}^{ab}-P(ab)\langle kb||ce\rangle t_{jk}^{ac},\\W_{mbij}&=\langle mb||ij\rangle+\tfrac12\langle mb||cd\rangle t_{ij}^{cd}-P(ij)\langle km||cj\rangle t_{ik}^{bc}.\end{aligned}\tag{7}$$

The remaining one-body parts, $\tilde f_{bc}=\langle bm||ce\rangle r_m^e$ and $\tilde f_{kj}=\langle km||je\rangle r_m^e$, enter the first two terms of (3).

**Action on $R_2$.** Without $T_2$, use (3) and (4) with $r$ in place of $t$. In $[[V,T_2],R_2]$ the four lines of $\langle kl||cd\rangle$ are shared between $t$ and $r$. If $t$ takes three, the result is the correction to $F$ in (6). If it takes two, it is the correction to $W_{mbej}$ or to

$$W_{mnij}=\langle mn||ij\rangle+\tfrac12\langle mn||ef\rangle t_{ij}^{ef},\quad W_{abef}=\langle ab||ef\rangle+\tfrac12t_{mn}^{ab}\langle mn||ef\rangle .$$

If it takes one, $r$ takes three, and the roles in (6) are reversed. Joining these to the one-body parts from $R_1$,

$$\begin{aligned}G_{bc}&=\langle bm||ce\rangle r_m^e-\tfrac12\langle kl||cd\rangle r_{kl}^{bd},\\G_{kj}&=\langle km||je\rangle r_m^e+\tfrac12\langle kl||cd\rangle r_{jl}^{cd}.\end{aligned}$$

The complete equations are (5) plus $\tfrac12\langle am||ef\rangle r_{im}^{ef}-\tfrac12\langle mn||ie\rangle r_{mn}^{ae}$ for singles, and

$$\begin{aligned}\sigma_{ij}^{ab}={}&P(ij)W_{abej}r_i^e-P(ab)W_{mbij}r_m^a\\&+P(ab)[F_{be}r_{ij}^{ae}+G_{bc}t_{ij}^{ac}]-P(ij)[F_{mj}r_{im}^{ab}+G_{kj}t_{ik}^{ab}]\\&+\tfrac12W_{abef}r_{ij}^{ef}+\tfrac12W_{mnij}r_{mn}^{ab}+P(ab)P(ij)W_{mbej}r_{im}^{ae}.\end{aligned}\tag{8}$$

**Second limit.** For the double in the two-orbital model, the $T_2$ parts of $F$, $G$, the two ladders and the mixed term give $-4Kt$, $-4Kt$, $+2Kt$ and $+4Kt$. The sum is $-2Kt$, the derivative of the quadratic term in the amplitude equation of section 1. With $t=-K/D$ the energy is $D+\delta+2K^2/D$, the second-order expansion of the exact gap $\sqrt{\Delta^2+4K^2}$.

## 4. Partitioning and retained orders

Restore $\lambda$ and eliminate the doubles from the eigenvalue equation:

$$[M_{SS}+M_{SD}(\omega-M_{DD})^{-1}M_{DS}]r=\omega r. \tag{9}$$

P-EOM-MBPT2 replaces $M_{DD}$ by the diagonal $D_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. One single coupled to one double shows what this costs. Let

$$M=\begin{pmatrix}\Delta_1+\lambda a_1+\lambda^2a_2&\lambda b\\ \lambda c_1+\lambda^2c_2&\Delta_2+\lambda d\end{pmatrix},\qquad g=\Delta_1-\Delta_2\ne0 .$$

In (9) the denominator is $g+\lambda(a_1-d)+O(\lambda^2)$. Expanding its inverse,

$$\omega=\Delta_1+\lambda a_1+\lambda^2\Big(a_2+\frac{bc_1}{g}\Big)+\lambda^3\Big(\frac{bc_2}{g}-\frac{bc_1(a_1-d)}{g^2}\Big)+\dots$$

Dropping $d$ first changes the single at $\lambda^3$, by removing $bc_1d/g^2$. The root near $\Delta_2$ loses $\lambda d$ itself. The second-order coupling $c_2$, which comes from $T_2$ in $M_{DS}$, also acts at $\lambda^3$.

For many configurations, the same expansion applies to the matrix within a degenerate group, provided that group is separated from the rest at zeroth order. Omitted triples must be counted too:

- From a single to a triple, the first-order term cancels by (2), leaving $\lambda^2$; the return is $\lambda$. Their effect is $\lambda^3$.
- From a double to a triple and back, each step is $\lambda$. Their effect is $\lambda^2$.

So both methods are correct through $\lambda^2$ for singly excited states and retain part of $\lambda^3$. For doubly excited states in general, EOM-MBPT2 is correct through $\lambda$, its partitioned form through $\lambda^0$. The two-orbital double did better because two electrons have no triples. The counting fails when $g$ is small, that is, when a single and a double that couple are nearly degenerate at zeroth order. The poles of (9) lie at eigenvalues of $M_{DD}$; only in the partitioned form are these the $D_{ij}^{ab}$.

## 5. Cost

Let $o$ and $v$ be the numbers of occupied and virtual orbitals, with integrals already transformed. The cost of a contraction is the product of the ranges of all its distinct indices.

- **EOM-CCSD:** $o^2v^4$ per ground-state iteration, and again per excited-state iteration through $\langle ab||ef\rangle r_{ij}^{ef}$.
- **EOM-MBPT2:** the ground-state iterations disappear, since (2) costs $o^2v^2$. The excited-state step remains $o^2v^4$.
- **P-EOM-MBPT2:** the doubles block costs $o^2v^2$. The leading iterative terms, such as $W_{abej}r_i^e$ and $\langle am||ef\rangle r_{im}^{ef}$, cost $o^2v^3$. Building $W_{abej}$ once costs $o^2v^4$ and its storage $ov^3$.

To avoid storing $W_{abej}$, contract $\langle kb||ce\rangle$ with $r_i^e$ first and then with $t$; this costs $o^3v^3$ per iteration. In the partitioned form of (9) the inverse is a division by $\omega-D_{ij}^{ab}$, so trial vectors need contain singles alone.

## 6. Water in a minimal basis

Take water with O-H distance 0.96 angstrom and angle 104.5 degrees, in the STO-3G basis with all electrons correlated. There are 10 occupied and 4 virtual spin orbitals, hence $10\times4=40$ singles, $45\times6=270$ doubles and 1001 determinants. Full CI, by diagonalization in the determinants with zero spin projection, is the reference within this basis. The basis is too small to represent the measured spectrum: in cc-pVDZ the five EOM-CCSD energies below fall by 3.3 to 5.4 eV, and the 5→6 singlet-triplet gap falls from 1.62 to 0.68 eV. The numbers compare methods within this basis only.

Energies are in eV, orbitals are numbered from 1, and P and M denote P-EOM-MBPT2 and EOM-MBPT2.

| State | CIS | P | M | EOM-CCSD | Full CI |
|---|---|---|---|---|---|
| singlet 5→6 | 13.12 | 12.80 | 12.13 | 12.36 | 12.39 |
| singlet 5→7 | 15.08 | 15.03 | 14.44 | 14.66 | 14.65 |
| singlet 4→6 | 16.72 | 16.49 | 15.91 | 16.23 | 16.22 |
| triplet 5→6 | 11.03 | 10.97 | 10.50 | 10.74 | 10.77 |
| triplet 4→6 | 13.32 | 13.58 | 13.35 | 13.58 | 13.58 |

The CIS vectors carry 0.94 to 0.97 of the weight of these full CI states, so they are singly excited. Mean absolute deviations from full CI are 0.44 eV for CIS, 0.25 for P, 0.26 for M and 0.02 for EOM-CCSD. The fuller doubles block does not improve the mean in this basis, but the near tie does not survive a larger one: in cc-pVDZ, measured against EOM-CCSD, M is low by 0.07 to 0.12 eV (mean 0.09) and P is high by 0.23 to 0.29 eV (mean 0.26). In STO-3G the errors differ in kind. M is low by 0.21 to 0.31 eV in all five states; P ranges from 0.41 eV too high to nearly zero. For 5→6 the singlet-triplet gap is $12.126-10.501=1.625$ eV in M, against $12.388-10.768=1.620$ eV in full CI; P gives 1.835 eV. The agreement is not always this close: for 4→6 the gap is $15.910-13.345=2.565$ eV in M, $16.220-13.583=2.637$ eV in full CI and $16.494-13.577=2.917$ eV in P.

The common shift comes from the amplitudes. By section 2, M is the EOM-CCSD matrix with $T_1=0$ and $T_2$ from (2). EOM-CCSD lies within about 0.03 eV of full CI in all five states, and M lies 0.22 to 0.32 eV below EOM-CCSD. The first-order amplitudes also give a smaller ground-state correlation energy, $-0.972$ eV against $-1.353$ eV in CCSD, or 72%; in cc-pVDZ the fraction is 96% ($-5.555$ against $-5.809$ eV). This total cannot enter $\omega$ one for one as it does for the single pair of section 1: it grows with the number of non-interacting molecules, while $\omega$ does not.

Equation (9) can be solved by inserting the last $\omega$ on the left. For the first singlet, starting from the CIS value 13.124 eV, the partitioned form gives 12.7958, 12.8008 and 12.8007 eV in three cycles. Omitting $T_2$ from $M_{DS}$ changes this energy by 0.013 eV.

The orders can be measured by reducing $\lambda$ from 0.008 to 0.004 in the same molecule. If an error behaves as $\lambda^p$, then $p=\log_2[\text{error}(0.008)/\text{error}(0.004)]$. Against full CI at the same $\lambda$:

- For the singlets 5→6 and 4→6, CIS has $p=2.00$, while P and M both have $p=3.00$.
- For the double excitation $5^2\to6^2$, P has $p=1.00$ and M has $p=2.00$.

These are the first wrong orders, one above the last correct ones. With the CCSD amplitudes solved iteratively at each $\lambda$, all four blocks of the EOM-CCSD matrix differ from those of EOM-MBPT2 with $p=3.00$. Keeping the disconnected product $R_1X$ lowers this to $p=2.00$ in $M_{DS}$, the error that the commutator in (1) removes.
